Character orthogonality, the reduction formula and the irreducibility test

## I. Invariant averages and the orthogonality of characters

Let a symmetry group have h elements, and let a quantity be summed over all of them. Such a sum singles out no element: multiplying every element by a fixed one only changes the order of the terms. A matrix built by this kind of sum is therefore itself invariant under the group. Between two irreducible representations there is very little room for an invariant matrix. If the representations are inequivalent, only the zero matrix qualifies; if they are the same, only multiples of the unit matrix do. The sum over the group of χ_i(g) χ_j(g⁻¹), one irreducible character taken at g and another at the inverse element, must then have the form c_i δ_ij. The representation in which every element is the number 1 shows what the constant must be if it is common to all representations: its sum has h terms, each equal to 1, so c = h. The argument below proves the two statements about invariant matrices and shows that c_i = h for every irreducible representation, whatever its dimension.

**Representations and characters**

The group G is finite, with identity e. A representation of dimension d ≥ 1 assigns to each element g an invertible complex d × d matrix D(g) such that

D(g) D(s) = D(gs) for all g, s in G. (1)

Setting g = s = e gives D(e)² = D(e), and since D(e) is invertible, D(e) = 1, the unit matrix. Setting s = g⁻¹ then gives D(g⁻¹) = D(g)⁻¹. The matrices need not be unitary.

Two representations D and D′ are equivalent if one invertible matrix S, the same for all g, gives D′(g) = S D(g) S⁻¹. They then describe the same action in different bases. A subspace W is invariant if D(g)w lies in W for every w in W and every g. A representation is irreducible if its only invariant subspaces are the zero subspace and the whole space. All vector spaces here are complex, a condition that will matter.

The character is the trace

χ(g) = Tr D(g) = Σ_a D(g)_aa. (2)

For an n × m matrix A and an m × n matrix B,

Tr(AB) = Σ_a Σ_b A_ab B_ba = Σ_b Σ_a B_ba A_ab = Tr(BA). (3)

This has two consequences. First, Tr(S D(g) S⁻¹) = Tr(S⁻¹ S D(g)) = χ(g), so equivalent representations have the same character. Second,

χ(s g s⁻¹) = Tr(D(s) D(g) D(s)⁻¹) = χ(g), (4)

so the character is constant on each conjugacy class, the set of all s g s⁻¹ for a given g. Physically, two rotations through the same angle and in the same sense about directed axes that a proper rotation of the group carries into each other have the same character. At the identity, χ(e) = d.

The reordering used in the opening argument can be stated exactly. For fixed s, the map g → gs is undone by multiplication with s⁻¹ from the right, so it runs through each element of G once. The same holds for g → sg. Hence, for any function f on the group,

Σ_g f(gs) = Σ_g f(sg) = Σ_g f(g). (5)

**Every representation can be made unitary**

Define the matrix

H = Σ_g D(g)† D(g). (6)

It is Hermitian. For any vector v ≠ 0,

v†Hv = Σ_g |D(g)v|² ≥ |v|² > 0, (7)

because the term g = e alone contributes |v|² and no term is negative. All eigenvalues of H are therefore positive. Writing H = V Λ V† with V unitary and Λ diagonal, we may define H^{1/2} = V Λ^{1/2} V†, which is Hermitian and invertible. By (1) and (5),

D(s)† H D(s) = Σ_g [D(g)D(s)]† [D(g)D(s)] = Σ_g D(gs)† D(gs) = H. (8)

Now change the basis by setting U(s) = H^{1/2} D(s) H^{-1/2}. Then

U(s)† U(s) = H^{-1/2} D(s)† H^{1/2} H^{1/2} D(s) H^{-1/2}
= H^{-1/2} [D(s)† H D(s)] H^{-1/2}
= H^{-1/2} H H^{-1/2} = 1. (9)

Thus U is a unitary representation equivalent to D. Since U(s⁻¹) = U(s)⁻¹ = U(s)†, and since the trace does not depend on the basis,

χ(s⁻¹) = Tr U(s)† = χ(s)*. (10)

This relation holds for the original matrices too, even if they are not unitary.

The finiteness of the group has been used in (6). For an infinite group the result can fail. The integers under addition are represented by the matrices with rows (1, n) and (0, 1). Their off-diagonal element grows without limit, whereas the elements of S⁻¹U(n)S with fixed S and unitary U(n) stay bounded. No change of basis makes these matrices unitary.

**Splitting into irreducible parts**

Let W be an invariant subspace of the unitary representation U, and let v be orthogonal to all of W. For w in W,

w† U(s) v = [U(s)† w]† v = [U(s⁻¹) w]† v = 0, (11)

because U(s⁻¹)w is again in W. Thus U(s)v is also orthogonal to W, and the orthogonal complement of W is invariant. In a basis adapted to the two subspaces, every U(s) is block diagonal. If either block is reducible, it can be split in the same way. Each split lowers the dimension, so the process ends with irreducible blocks.

Choose one representative Γ_i, with matrices D_i(g), dimension d_i and character χ_i, from each set of equivalent irreducible representations. The result is

D is equivalent to m_1Γ_1 ⊕ m_2Γ_2 ⊕ …, (12)

where the multiplicity m_i = 0, 1, 2, … counts the blocks equivalent to Γ_i. The trace of a block-diagonal matrix is the sum of the traces of its blocks, so

χ(g) = Σ_i m_i χ_i(g). (13)

It is not yet clear that the m_i are unique, since the splitting involved choices. Orthogonality will settle this.

**Schur's lemma**

Suppose that a d_i × d_j matrix A satisfies

D_i(g) A = A D_j(g) for all g. (14)

If Av = 0, then A D_j(g)v = D_i(g)Av = 0. The vectors annihilated by A therefore form an invariant subspace of Γ_j. Likewise D_i(g)(Av) = A(D_j(g)v), so the vectors of the form Av make up an invariant subspace of Γ_i.

Let A ≠ 0. The annihilated subspace is then not the whole space, so by irreducibility it is zero, and A is one-to-one. The subspace of vectors Av is not zero, so it is the whole space of Γ_i. Hence A is square and invertible, and (14) becomes D_i(g) = A D_j(g) A⁻¹: the representations are equivalent. For i ≠ j this contradicts the choice of representatives, so A = 0.

For i = j, let λ be an eigenvalue of A. One exists because the characteristic polynomial has a complex root. The matrix A − λ1 also satisfies (14), and it is not invertible. By the preceding argument it must vanish. In summary,

A = 0 for i ≠ j, and A = λ1 for i = j. (15)

**The group average and its constant**

Take any d_i × d_j matrix X and form

A = Σ_g D_i(g) X D_j(g⁻¹). (16)

To see that A satisfies (14), multiply by D_i(s) from the left and use g⁻¹ = (sg)⁻¹s:

D_i(s) A = Σ_g D_i(sg) X D_j(g⁻¹)
= Σ_g D_i(sg) X D_j((sg)⁻¹) D_j(s)
= A D_j(s). (17)

The last step is the reordering (5). Schur's lemma now applies. For i ≠ j the average vanishes. For i = j it equals λ1, and taking the trace fixes λ:

λ d_i = Σ_g Tr(D_i(g) X D_i(g)⁻¹) = Σ_g Tr X = h Tr X. (18)

Therefore

Σ_g D_i(g) X D_j(g⁻¹) = δ_ij (h Tr X / d_i) 1. (19)

The physical content is visible when X is a polarizability tensor and D_i(g) are the 3 × 3 matrices that act on the coordinates. If these form an irreducible representation, division of (19) by h shows that the average over the symmetry operations is (Tr X/3) 1. The anisotropic part is averaged away. If the coordinates split, as they do when a molecule has one distinguished axis, (19) applies block by block: blocks between inequivalent parts vanish, while blocks between two copies of the same part can survive. The tensor may then keep different values along and across the axis. For an axis of order three or more, a symmetric tensor is isotropic in the plane across the axis. For a single twofold axis along z, the coordinates x and y are two copies of the same part, and the elements xx, yy and xy remain independent.

**From matrix elements to characters**

Let X have a single nonzero entry, equal to 1, in row a and column b, so that X_pq = δ_pa δ_qb. The element in row k and column l of the left side of (19) is

Σ_g Σ_p Σ_q D_i(g)_kp δ_pa δ_qb D_j(g⁻¹)_ql = Σ_g D_i(g)_ka D_j(g⁻¹)_bl.

For i = j the trace of X is δ_ab. Hence

Σ_g D_i(g)_ka D_j(g⁻¹)_bl = δ_ij (h/d_i) δ_ab δ_kl. (20)

The factor 1/d_i arises because the trace in (18) is shared equally among d_i diagonal elements.

Now set k = a and l = b, and sum over a and b. On the left, the two sums produce the two traces. On the right, Σ_a Σ_b δ_ab δ_ab = d_i, which cancels the factor 1/d_i:

Σ_g χ_i(g) χ_j(g⁻¹) = δ_ij (h/d_i) d_i = h δ_ij. (21)

By (10), χ_j(g⁻¹) = χ_j(g)*. The right side is real, so taking the complex conjugate of the whole equation moves the star to the first factor:

Σ_g χ_i(g)* χ_j(g) = h δ_ij. (22)

This is the row orthogonality of characters. The constant is the group order for every irreducible representation, as the opening argument required of a common constant.

Because characters are constant on classes, the sum can be shortened. If class C has n_C elements and χ_i(C) is the common value there,

Σ_C n_C χ_i(C)* χ_j(C) = h δ_ij. (23)

The class sizes are essential weights. Without them, the rows of a character table are in general not orthogonal.

Equation (23) also limits the number of irreducible representations. The lists of numbers (n_C/h)^{1/2} χ_i(C), one list for each i, are orthonormal vectors in a space whose dimension is the number of classes. There can be no more such vectors than classes. The sum in (13) is therefore finite.

**A familiar special case**

In a group whose elements all commute, each D_i(s) commutes with every D_i(g). By (15) it is a multiple of the unit matrix, so every line is invariant, and irreducibility requires d_i = 1. For the cyclic group of order n, generated by one element r with rⁿ = e, the single number D(r) must satisfy D(r)ⁿ = 1. The characters are therefore

χ_p(r^k) = exp(2πi pk/n), p = 0, 1, …, n − 1. (24)

For p = q every term of (22) is 1 and the sum is n. For p ≠ q, put z = exp[2πi(q − p)/n], which differs from 1. The geometric sum is

Σ_{k=0}^{n−1} z^k = (1 − zⁿ)/(1 − z) = 0, (25)

because zⁿ = 1. On a ring of n equivalent sites, p labels the allowed wave numbers, and row orthogonality is the orthogonality of the discrete plane waves.

## II. Multiplicities, irreducibility and a tetrahedral molecule

The group G has h elements and is finite. Its inequivalent irreducible representations over the complex numbers are Γ_i, with matrices D_i(g), dimensions d_i and characters χ_i(g). A general representation D has character χ(g) = Tr D(g) and contains Γ_i m_i times. The first half gives χ = Σ_i m_i χ_i, equation (13); Schur's lemma, equation (15); and the row orthogonality Σ_g χ_i(g)* χ_j(g) = h δ_ij, equation (22). Sums over elements may be replaced by sums over classes C, weighted by their sizes n_C.

**The reduction formula**

Multiply (13) by χ_i(g)* and sum over the group:

Σ_g χ_i(g)* χ(g) = Σ_j m_j Σ_g χ_i(g)* χ_j(g) = Σ_j m_j h δ_ij = h m_i.

Division by h gives the reduction formula,

m_i = (1/h) Σ_g χ_i(g)* χ(g) = (1/h) Σ_C n_C χ_i(C)* χ(C). (26)

The right side contains no trace of how D was split into blocks, so the multiplicities are unique. Moreover, two representations with the same character have the same m_i and are equivalent to the same block-diagonal form. They are therefore equivalent to each other.

The complex conjugate cannot be dropped when characters are complex. Take the cyclic group of order 3, with ω = exp(2πi/3), and the representation whose generator is the diagonal matrix with entries 1 and ω. Its character is 1 + ω^k for k = 0, 1, 2. It contains the representation ω^k once, and (26) gives

(1/3) Σ_k ω^{−k}(1 + ω^k) = (0 + 3)/3 = 1.

Without the conjugate, the sum would be (1/3) Σ_k (ω^k + ω^{2k}) = 0, which is wrong.

**The irreducibility test**

Insert (13) twice into the sum of squared moduli. The m_i are real, so

Σ_g |χ(g)|² = Σ_i Σ_j m_i m_j Σ_g χ_i(g)* χ_j(g)
= Σ_i Σ_j m_i m_j h δ_ij = h Σ_i m_i². (27)

If D is irreducible, one m_i is 1 and the others vanish, and the sum is h. Conversely, if the sum is h, then Σ_i m_i² = 1. The m_i are non-negative integers, so one of them is 1 and all others are 0. Hence

D is irreducible if and only if Σ_g |χ(g)|² = h. (28)

The ratio of the sum to h carries further information. The value 2 can arise only as 1 + 1, and 3 only as 1 + 1 + 1, so these mean two or three different irreducible parts. The value 4 is ambiguous: it may be 1 + 1 + 1 + 1, or 2² from one part occurring twice. Equation (26) then decides.

The function tested must be the character of an actual representation. The function −χ_i has the same squared moduli as χ_i, but its value at the identity is −d_i, which cannot be a dimension.

**Real and complex irreducibility**

The rotations of a plane through 0°, 120° and 240° have characters 2, −1 and −1, since a rotation through θ has trace 2 cos θ. The squared sum is 4 + 1 + 1 = 6 = 2 × 3, so the representation is reducible. Yet no real line in the plane is left invariant by the rotation through 120°. The explanation lies in its eigenvalues, −0.5000 ± 0.8660i, which are not real. The complex vectors (1, −i) and (1, i) each span an invariant line, with eigenvalues exp(iθ) and exp(−iθ). The test refers to complex spaces because the proof of (15) needed an eigenvalue.

The two complex parts may still be joined by physics. Let a real symmetric force matrix K commute with the rotations, and let v be a mode of one complex type with Kv = κv. The eigenvalue κ is real, so complex conjugation gives Kv* = κv*. The mode v* belongs to the other type and has the same κ. This degeneracy comes from the reality of K together with the rotations.

**The group of the tetrahedron**

Place four atoms Y at the corners (1, 1, 1), (1, −1, −1), (−1, 1, −1) and (−1, −1, 1), in units that do not matter here, and an atom X at the centre. The group T_d consists of the orthogonal matrices R that map the set of corners to itself. A matrix that permutes the coordinates and changes their signs does so if the product of its three signs is +1, because the corners are the points with coordinates ±1 and product xyz = 1. There are 6 × 4 = 24 such matrices. There are no others: R is fixed by its permutation of the corners, and four corners have 4! = 24 permutations. Thus h = 24.

Since every permutation of the corners occurs, two operations are conjugate when their permutations have the same cycle lengths; relabelling the corners turns one into the other. This gives five classes. They are the identity E, 8 rotations C3, which cycle three corners, 3 rotations C2, which exchange two pairs, 6 rotation-reflections S4, which cycle all four, and 6 reflections σ_d, which exchange one pair.

Five representations can be written down directly. A1 assigns 1 to each operation, and A2 assigns det R. T2 consists of the matrices R themselves, and T1 of the matrices (det R)R. For E, replace each entry of R by its absolute value. This leaves a permutation of the three axes, which acts on the plane perpendicular to (1, 1, 1); its trace there is the number of axes left in place, up to sign, minus 1. (The letter E names both the identity and this representation, and the context distinguishes them.) The characters, in the order E, C3, C2, S4, σ_d with sizes 1, 8, 3, 6, 6, are

A1: 1, 1, 1, 1, 1
A2: 1, 1, 1, −1, −1
E: 2, −1, 2, 0, 0
T1: 3, 0, −1, 1, −1
T2: 3, 0, −1, −1, 1. (29)

The test (28) gives 24 for A1 and A2, whose characters have modulus 1. For E it gives 4 + 8 + 3 × 4 = 24, and for T1 and T2 it gives 9 + 0 + 3 + 6 + 6 = 24. All five are irreducible. Their characters differ, so they are inequivalent. There are five classes and hence at most five irreducible representations, so the list is complete.

T2 also illustrates the matrix-element relation (20). With all indices equal to x, the sum of (R_xx)² counts the operations that take the x axis to itself, up to sign. Two permutations of the axes, each with four choices of sign, give 8, which is h/d = 24/3.

**Displacements of the molecule**

Small displacements of the five atoms form a space of 5 × 3 = 15 dimensions. An operation moves the displacement of one atom to the atom's new position and rotates it by R. An atom that changes place contributes nothing to the diagonal; an atom that stays contributes Tr R. Therefore

χ(R) = (number of atoms left in place) × Tr R. (30)

The numbers of fixed atoms are 5, 2, 1, 1 and 3, and the values of Tr R are those of T2. The character is 15, 0, −1, −1, 3. The class sums in (26) are

A1: 15 + 0 − 3 − 6 + 18 = 24, so m = 1
A2: 15 + 0 − 3 + 6 − 18 = 0, so m = 0
E: 30 + 0 − 6 + 0 + 0 = 24, so m = 1
T1: 45 + 0 + 3 − 6 − 18 = 24, so m = 1
T2: 45 + 0 + 3 + 6 + 18 = 72, so m = 3. (31)

The displacements contain A1 + E + T1 + 3T2, of total dimension 1 + 2 + 3 + 9 = 15. The squared sum is 225 + 0 + 3 + 6 + 54 = 288 = 12 × 24, in agreement with 1² + 1² + 1² + 3² = 12.

A uniform translation u becomes Ru, so translations form T2. A small rotation displaces the atom at r by w × r. Since R(w × r) = (det R)(Rw) × (Rr), the vector w becomes (det R)Rw, and rotations form T1. Removing both leaves

vibrations = A1 + E + 2T2. (32)

**What the multiplicities say about frequencies**

In mass-weighted coordinates, the squared angular frequencies are the eigenvalues of a symmetric matrix K. It commutes with every D(g), because the potential energy is invariant and the Y masses are equal. Write K in blocks between the irreducible parts of the displacement space, using the same matrices D_i(g) for every copy of Γ_i. Each block satisfies (14). By (15), blocks between different types vanish, and the block between copies p and q of Γ_i is a number M_pq times the unit matrix. The problem for type i is thus reduced to an m_i × m_i matrix M, and each of its m_i eigenvalues occurs d_i times.

Equation (32) therefore predicts four vibrational levels, with degeneracies 1, 2, 3 and 3, unless levels coincide by accident. A spring model shows this. Let the masses of X and Y be M_X = 12 and m = 1, and let the X–Y and Y–Y springs have constants k = 1 and k′ = 0.1, all dimensionless. Numerical diagonalization of the 15 × 15 matrix gives these squared frequencies in units of k/m:

0.0000, sixfold, T1 + T2 (rotations and translations)
0.0717, threefold, T2
0.1000, twofold, E
1.2394, threefold, T2
1.4000, single, A1. (33)

A1 and E each occur once, so symmetry alone fixes the form of their modes. In the A1 mode, X is at rest and each Y moves outward by δ. Four X–Y springs stretch by δ. The Y–Y distance is (8/3)^{1/2} times the X–Y distance, so six Y–Y springs stretch by (8/3)^{1/2}δ. Comparing potential and kinetic energy gives

ω² = [4k + 6(8/3)k′]/(4m) = (k + 4k′)/m = 1.4. (34)

For E, let the Y atom at (x, y, z) move by a small multiple of (x, y, −2z). This is perpendicular to (x, y, z) at each corner, so the X–Y springs are not stretched to first order. In units of that small multiple, the stretches of the Y–Y springs are −2^{1/2} for four edges and 2 × 2^{1/2} for two, with sum of squares 4 × 2 + 2 × 8 = 24. The squared displacements of the atoms add up to 4 × 6 = 24. Hence ω² = 24k′/(24m) = k′/m = 0.1.

T2 occurs three times. One copy is the translation, and the two vibrations are mixtures whose proportions depend on masses and springs. Symmetry fixes their degeneracy but not their form.

Nor does symmetry forbid coincidences between different types. Each spring adds its constant times the sum of the two inverse masses to the trace of K. For k′ = 0 the trace is 4(1 + 1/12) = 13/3. Only four springs then act, so four squared frequencies are nonzero: the A1 value, which is 1 by (34), and one T2 triplet at (13/3 − 1)/3 = 10/9. The triplet lies above A1. At k′ = 0.1 it lies below, at 1.24 against 1.40. The levels vary continuously with k′, so they cross in between, and at the crossing the level is fourfold degenerate. Observed degeneracies alone therefore do not establish the irreducible content.

**Products of representations**

The direct product of two representations has matrix elements D(g)_ab D′(g)_cd, with ac as the row label and bd as the column label. Its trace is the product of the two characters. From (29), again in the order of the classes:

A2 × E: 2, −1, 2, 0, 0; squared sum 24 = 1 × 24; E
E × T2: 6, 0, −2, 0, 0; squared sum 48 = 2 × 24; T1 + T2
E × E: 4, 1, 4, 0, 0; squared sum 72 = 3 × 24; A1 + A2 + E
T2 × T2: 9, 0, 1, 1, 1; squared sum 96 = 4 × 24; A1 + E + T1 + T2. (35)

The contents follow from (26). The direct sum of two copies of E has character 4, −2, 4, 0, 0 and squared sum 16 + 32 + 48 = 96, the same as T2 × T2, although it contains a single type twice. This is the ambiguity of the value 4.

The product T2 × T2 describes tensors with two vector indices. It contains A1 once, so a tetrahedral molecule allows one independent component of such a tensor. The unit matrix is invariant, so the allowed tensor is a multiple of it. The static polarizability of the molecule in its symmetric equilibrium geometry is therefore isotropic, although the molecule itself is not a sphere. A distortion that lowers the symmetry changes the group, and the reduction must then be repeated with the characters of the smaller group.

Numerical values quoted here were computed with a short program.
